Surface stress from slab cell stress and the Shuttleworth relation

**Problem**

A crystal slab is treated in a periodic plane-wave cell with square in-plane area A = 25 bohr² and height L = 25 bohr. The slab has N = 5 atomic layers, one atom per layer in the cell, and two equivalent surfaces separated from their images by vacuum. It is cut from an fcc crystal along (001), with nearest-neighbour distance p = 5 bohr and layer spacing d = p/√2 = 3.5355 bohr.

The crystal is a model and stands for no particular material. Each atom is an attractive Gaussian well holding two independent electrons, and the ions repel each other exponentially. Hartree, exchange and correlation energies are left out. The strength of the repulsion is chosen so that the bulk has no in-plane stress at this p.

The layer heights are relaxed until the forces vanish. Stress is counted positive in tension:

σ_xx = (1/AL) ∂E/∂ε_xx.

For the relaxed slab ∂E/∂ε_xx = 0.009963 hartree per cell, which is σ_xx = 0.469 GPa. The slab is also strained along x, with its layers relaxed again at each strain. The bulk is given the same in-plane strain at fixed height. The energies in hartree are:

ε_xx | E_slab | E_bulk per atom
−0.004 | −8.83224034 | −1.78202903
−0.002 | −8.83237242 | −1.78206654
0 | −8.83240186 | −1.78207878
+0.002 | −8.83233447 | −1.78206694
+0.004 | −8.83217582 | −1.78203220

Find the surface stress τ from the cell stress, and check it against the energies. Use 1 hartree/bohr² = 1556.893 J/m², and note that 1 J/m² = 1 N/m.

**A tempting solution**

The bulk is unstressed, so the work of stretching the slab must go into its surfaces. A small strain dε along x costs

dE = A L σ_xx dε.

The two surfaces have energy 2γA, where γ is the surface energy per area, and the strain enlarges the area by dA = A dε. Hence

dE = 2γ dA = 2γA dε,

and comparison gives L σ_xx/2 = γ. The cell stress yields

L σ_xx/2 = 0.009963/(2 × 25) hartree/bohr² = 1.993 × 10⁻⁴ hartree/bohr² = 0.310 J/m².

The energies at zero strain yield

γ = (E_slab − 5 E_bulk)/(2A) = (−8.83240186 + 8.91039390)/50 hartree/bohr² = 1.560 × 10⁻³ hartree/bohr² = 2.43 J/m².

The two values differ by a factor of almost eight. One might now suspect the basis set or the stress routine.

**The fault**

Both numbers are right; the equation between them is wrong. The step dE = 2γ dA keeps γ constant while the area grows. That holds if new surface is made with the same structure as the old, as when a liquid surface grows by atoms moving up from below. Here the number of surface atoms is fixed and their spacing changes, so γ changes too. The product must be differentiated in full:

d(2γA) = 2γ dA + 2A dγ.

**The right solution**

Define γ at every strain by the excess energy over equally strained bulk, with A the actual strained area:

2A γ = E_slab − N E_bulk.

Differentiate with respect to ε_xx. On the left, ∂A/∂ε_xx = A, which gives 2A(γ + ∂γ/∂ε_xx). On the right, the slab term is A L σ_xx by the definition of stress. The bulk volume per atom is Ad, so the bulk term is N A d σ_xx^bulk. Dividing by 2A gives

γ + ∂γ/∂ε_xx = (L σ_xx − N d σ_xx^bulk)/2 ≡ τ.

The left-hand equality is the Shuttleworth relation. With an unstressed bulk it reduces to

τ = L σ_xx/2.

The factor L undoes the averaging of the stress over a cell that is partly vacuum, and the factor 1/2 shares the result between two surfaces. The number 0.310 N/m found above is therefore the surface stress.

**Where the cell stress comes from**

The energy derivative can be taken without straining the cell. The wave vectors are labelled by integers, and these labels are held fixed. Since G_x = 2πn/[p(1 + ε_xx)], at zero strain

∂G_x/∂ε_xx = −G_x and ∂(G²)/∂ε_xx = −2G_x²,

and the same holds for k + G. The orbital coefficients c also change with strain. For a normalized eigenvector, however, their change contributes the eigenvalue times the change of c†c, which is zero. The gap of 0.32 hartree on the k mesh keeps the occupations fixed. What remains is the explicit derivative of the Hamiltonian.

The kinetic energy |k + G|²/2 contributes

−Σ f |c|² (k + G)_x²,

where f contains the occupation and the k-point weight.

Wells of depth V₀ and width s have the Fourier component

V(G) = −(V₀/Ω)(2π)^(3/2) s³ exp(−s²G²/2) Σ_i exp(−iG·R_i).

The phases do not change, because in-plane fractional coordinates and heights are fixed. The factor 1/Ω contributes −1, and the exponent contributes −(s²/2)(−2G_x²) = s²G_x². Hence

∂V(G)/∂ε_xx = (s²G_x² − 1) V(G),

whose expectation values are summed over the occupied orbitals with the weights f.

For the ion repulsion φ(r), r² = x² + y² + z² and x grows as 1 + ε_xx, so ∂r/∂ε_xx = x²/r. The contribution is (1/2) Σ φ′(r) x²/r over ordered pairs, the half removing double counting. In hartree, the three parts add up to

−3.028639 + 6.902565 − 3.863963 = 0.009963.

The sum is about 0.14% of the largest part. A small relative error in one part that is not matched in the others would spoil τ.

These derivatives hold the heights z_i fixed, whereas the tabulated energies have relaxed heights. The two slopes are related by

dE/dε_xx = ∂E/∂ε_xx + Σ_i (∂E/∂z_i)(dz_i/dε_xx).

At zero strain the forces vanish, and with them the last sum. The stress of the relaxed slab therefore gives the slope of the relaxed energies.

**Check against the energies**

At ε_xx = +0.002 the area is 25.05 bohr², so

γ = (−8.83233447 + 8.91033470)/(2 × 25.05) hartree/bohr² = 2.4239 J/m².

In the same way the five strains, in rising order, give

γ = 2.435532, 2.432382, 2.428505, 2.423913, 2.418618 J/m².

With step h = 0.002, the four-point central difference is

∂γ/∂ε_xx = [γ(−2h) − 8γ(−h) + 8γ(h) − γ(2h)]/(12h)
= [0.016914 − 8 × 0.008469]/0.024 J/m²
= −2.118 J/m².

Therefore

τ = 2.4285 − 2.1183 = 0.310 N/m,

in agreement with the stress. The test demanded agreement within 2 × 10⁻⁴ N/m; the two values coincide to the five decimals printed in the numerical output. This shows that stress and energies are consistent in one basis. It does not show that τ itself is known to five decimals.

At zero strain, stretching lowers γ in this model, but not fast enough to offset the growth of area. The excess energy γA rises there, so τ is positive and the surfaces pull the slab inward.

This is a statement about the slope at zero strain. At ε_xx = +0.004, γ times the relative area is 2.418618 × 1.004 = 2.4283 J/m², slightly below the initial 2.4285 J/m². The reason lies in the reference: the slab relaxes its height under strain and the bulk does not. This lowers the excess energy by an amount that is quadratic in the strain and grows with N. The tabulated γ away from zero strain therefore serves to find the slope and is not a pure surface property.

**A second case: biaxial strain of the unrelaxed slab**

Now keep the layers at their ideal bulk heights and stretch x and y equally by ε. The area is proportional to (1 + ε)², so dA/dε = 2A at zero strain, and

d(2Aγ)/dε = 4Aγ + 2A dγ/dε.

The energy changes through two stress components, equal on this square surface, so the other side is 2A L σ_xx when the bulk is unstressed. Division by 4A gives

τ = γ + (1/2) dγ/dε.

The numbers are 2.440 − 0.821 = 1.619 N/m, and the stress of the ideal slab gives the same. Using the whole biaxial slope would give 2.440 − 1.642 = 0.798 N/m, less than half the correct value.

Relaxation thus lowers τ from 1.62 to 0.31 N/m, although the outer layer spacing shrinks by a mere 0.86% and γ falls by about 0.5%. The different sensitivities follow from the order of the terms. Near the relaxed geometry the energy is quadratic in the displacements, while its strain derivative generally changes linearly with them. A surface stress must therefore be quoted with its geometry, and residual forces harm it more than they harm γ.

**When the bulk is stressed**

The short formula fails if the bulk term does not vanish. Ideal slabs stretched biaxially by 1% show this clearly:

5 layers: L σ_xx/2 = 10.47 N/m; after bulk subtraction, 0.770 N/m.
7 layers: L σ_xx/2 = 14.36 N/m; after bulk subtraction, 0.770 N/m.

The raw value grows by 1.94 N/m per layer, which is the bulk contribution. The corrected value belongs to the surface in its stretched state.

A change of cutoff can produce the same fault. The repulsion was fitted to zero bulk stress at a cutoff of 7 hartree. At 10 hartree, with the same repulsion and geometry, L σ_xx/2 is 0.214 N/m, and subtracting the bulk part restores 0.300 N/m. The difference, N d σ_xx^bulk/2 = −0.087 N/m, means that the bulk is now under compression. The sign is as expected: stretching at fixed labels shortens the wave vectors and makes the basis poorer. This adds a spurious tension, which weakens as the cutoff rises.

**How well τ is known**

Raising the cell height to 30 bohr lowers the cell stress from 0.469 to 0.387 GPa, close to the ratio 25/30, while τ moves from 0.310 to 0.307 N/m. The higher cutoff moved it to 0.300 N/m. These shifts, found without relaxing the layer heights again, are 1% and 3% of τ. More than half of the second one comes from keeping the old heights: with the layers relaxed again at the higher cutoff, τ is 0.306 N/m.

A further uncertainty comes from the bulk reference. Its in-plane stress is zero, but a normal stress of −0.095 GPa is left over, whereas an ideal cubic crystal would have none. If the reference were allowed to change height under in-plane strain, this stress would do work and shift τ by N d σ_zz^bulk/2 times −dε_zz/dε_xx. Scaling from the known pair 0.469 GPa and 0.310 N/m, the prefactor has magnitude

0.310 × (0.095/0.469) × (5 × 3.5355/25) ≈ 0.04 N/m.

The ratio −dε_zz/dε_xx is about 0.5 in this model, so the shift is about −0.02 N/m. Measured against a bulk with relaxed height, τ is 0.288 N/m, and the shift grows in proportion to N. The leftover normal stress comes from the k mesh: on a 6 × 6 in-plane mesh (6 × 6 × 6 for the bulk) in place of 4 × 4 it falls to −0.003 GPa, and τ, with the heights relaxed again and the bulk part subtracted, becomes 0.291 N/m. Thickness matters as well: on the original mesh, relaxed slabs of 3 and 7 layers give L σ_xx/2 = 0.284 and 0.335 N/m. These shifts of up to about 8% exceed those from cell height and cutoff. τ ≈ 0.3 N/m is a fair statement, but the second digit is not settled.

**A consequence for cell relaxation**

Suppose the in-plane cell of the slab is relaxed until σ_xx = 0. Let the bulk reference now relax its height, as the interior of a thick slab does, so that the two carry the same stress. In five layers the inner spacing still feels the surfaces, so the stress below is that of bulk at the slab's in-plane size, not a local value for the middle layers. The general formula then requires

σ_xx^bulk = −2τ/(N d).

The cell was not relaxed here, but the stress can be estimated. With τ held at its initial value, and without the small shift that the change of reference brings, this stress is about −0.469 × 25/(5 × 3.5355) ≈ −0.66 GPa. Including that shift reduces the magnitude by about 7%, to a little over 0.6 GPa. The relaxed cell therefore has the in-plane size of a compressed thin film, not that of the bulk. For thick slabs the compression fades as 1/N. To describe the surface of a thick crystal, the in-plane cell should stay at the bulk value, and the remaining slab stress is then the quantity from which τ is read.

Table of computed values

```
MODEL AND BULK
well depth: 2.20 hartree
well width: 1.35 bohr
neighbour distance = surface cell side: 5.00 bohr
ideal layer spacing: 3.5355 bohr
repulsion decay length: 0.25 bohr
repulsion at neighbour distance: 0.020996 hartree
plane-wave cutoff: 7.0 hartree
plane waves per k point, slab: [536, 554, 554, 566]
bulk energy per atom: -1.7820788 hartree
bulk gap on the k mesh: 0.3180 hartree
bulk normal stress left over: -0.0953 GPa
1 hartree/bohr^2: 1556.893 J/m^2
IDEAL SLAB, 5 layers, biaxial strain
gamma: 2.43962 J/m^2
half of d gamma/d strain: -0.82090 J/m^2
tau from energies: 1.61872 N/m
tau from stress: 1.61872 N/m
RELAXED SLAB, 5 layers, uniaxial strain
outer layer spacing change: -0.861 %
inner layer spacing change: -0.053 %
slab gap on the k mesh: 0.3214 hartree
dE/dstrain_xx, kinetic: -3.028639 hartree
dE/dstrain_xx, wells: 6.902565 hartree
dE/dstrain_xx, ion repulsion: -3.863963 hartree
dE/dstrain_xx, total: 0.009963 hartree
cell height: 25.0 bohr
cell stress sigma_xx: 0.46900 GPa
tau from stress: 0.31023 N/m
strain | E_slab hartree | E_bulk/atom hartree | gamma J/m^2
-0.004 | -8.83224034 | -1.78202903 | 2.435532
-0.002 | -8.83237242 | -1.78206654 | 2.432382
+0.000 | -8.83240186 | -1.78207878 | 2.428505
+0.002 | -8.83233447 | -1.78206694 | 2.423913
+0.004 | -8.83217582 | -1.78203220 | 2.418618
d gamma/d strain_xx: -2.11828 J/m^2
tau from energies: 0.31023 N/m
CHECKS
cell stress at height 30 bohr: 0.38731 GPa
tau at height 30 bohr: 0.30743 N/m
L sigma/2 at cutoff 10 hartree: 0.21368 N/m
same, bulk part subtracted: 0.30035 N/m
biaxial prestrain of ideal slabs: 1.0 %
L sigma/2, 5 layers: 10.4735 N/m
bulk part subtracted, 5 layers: 0.7697 N/m
L sigma/2, 7 layers: 14.3557 N/m
bulk part subtracted, 7 layers: 0.7704 N/m
```
